# Resta's single-point polarisation: from the many-electron phase to the Berry phase, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one electron on a ring to the many-electron phase

### What goes wrong with the obvious definition

Take a one-dimensional crystal with cell length $a$ and electron density $n(x)=n(x+a)$. The obvious electronic polarisation is the dipole of one cell divided by its length. Let the cell start at $c$. The first moment of the density then changes with $c$ according to

$$
\frac{d}{dc}\int_c^{c+a}x\,n(x)\,dx=(c+a)n(c+a)-c\,n(c)=a\,n(c),
$$

where the last equality uses periodicity. Wherever the density is nonzero, moving the cell boundary changes the answer. The periodic density has not supplied a bulk polarisation.

Using the wavefunction with the ordinary position operator does not help. Let the electrons live on a ring of length $L$, so that wavefunctions repeat when any coordinate advances by $L$. Multiplying such a function by $x$ destroys this property. The exponential

$$
U=e^{iGX},\qquad G=\frac{2\pi}{L},\qquad X=\sum_{i=1}^{N}x_i,
$$

does preserve it, because $e^{iGL}=1$. The question is whether the expectation value of $U$ contains the polarisation.

Rydberg atomic units are used: $\hbar=1$, the electron mass is $1/2$, lengths are in bohr and energies in rydberg (Ry). The kinetic energy is $p^2$ with $p=-i\,d/dx$, and the velocity is $i[p^2,x]=2p$. The electron charge is $-e$. Polarisation in one dimension is dipole per length, hence a charge, and it is quoted in units of $e$.

### The simple case: one localised electron

Let one electron have a density concentrated in a region much shorter than $L$, negligible at some point where the ring can be cut. On the cut ring its mean position $x_0$ is well defined. Write $x=x_0+y$, so that $\langle y\rangle=0$, and let $\sigma^2=\langle y^2\rangle$ and $\mu_3=\langle y^3\rangle$. Expanding the exponential gives

$$
z\equiv\langle\psi|e^{iGx}|\psi\rangle
=e^{iGx_0}\left(1-\frac{G^2\sigma^2}{2}-\frac{iG^3\mu_3}{6}+O(G^4)\right).
$$

The $G^4$ term is real, so it does not affect the phase at this order. Therefore

$$
\operatorname{Im}\ln z=Gx_0-\frac{G^3\mu_3}{6}+O(G^5).
$$

Dividing by $G$ returns $x_0$ with an error of order $1/L^2$. The electron's contribution to the polarisation is $-ex_0/L$, which is $-(e/2\pi)\operatorname{Im}\ln z$ in this limit. Counting $x_0$ from a cut one turn away adds $L$ to it and $-e$ to the polarisation, while $z$ is unchanged. The polarisation is therefore defined modulo $e$.

The opposite limit is a uniform density $1/L$. Then $z=L^{-1}\int_0^Le^{iGx}dx=0$ and the phase is undefined. When $z$ vanishes, its phase carries no position. A nonzero modulus alone does not ensure that the phase gives the mean position; that followed from the localisation assumed above.

For $N$ electrons we try

$$
z=\langle\Psi|U|\Psi\rangle .
$$

If the whole state is translated by $c$, $U$ gains a factor $e^{iGNc}$ in the expectation value. The proposed polarisation changes by $-(e/2\pi)GNc=-eNc/L$, as it must when $N$ charges $-e$ all move by $c$. This limit does not yet justify the formula for electrons spread through a crystal. For that we need a definition of polarisation that makes no use of position.

### Polarisation from the bulk current

The definition is $dP_{\rm el}/dt=J$, where $J$ is the electronic current averaged over the ring:

$$
J=-\frac{e}{L}\left\langle\sum_i2p_i\right\rangle .
$$

Suppose the potential depends on a slowly varying parameter $\lambda(t)$. To obtain the current, introduce a family of Hamiltonians with a uniform momentum shift $\kappa$, called the twist:

$$
H(\kappa,\lambda)=\sum_i(p_i+\kappa)^2+V(x_1,\ldots,x_N;\lambda).
$$

The real function $V$ is periodic in each coordinate with period $L$ and may contain interactions. It contains no momentum, so

$$
\frac{\partial H}{\partial\kappa}=\sum_i2(p_i+\kappa).
$$

At $\kappa=0$ this is the total velocity. We assume that the ground state $|\Psi(\kappa,\lambda)\rangle$, with energy $E$, is unique and separated by a gap for every $\kappa$ and $\lambda$ considered.

During a slow change the state follows the ground state with a small admixture. Choose its phase at fixed $\kappa$ so that $\langle\Psi|\partial_\lambda\Psi\rangle=0$, and write

$$
|\psi(t)\rangle=e^{-i\int E\,dt}\left(|\Psi\rangle+\dot\lambda|\delta\rangle\right),\qquad\langle\Psi|\delta\rangle=0.
$$

In $i\partial_t|\psi\rangle=H|\psi\rangle$ the terms of first order in $\dot\lambda$ are $i|\partial_\lambda\Psi\rangle+E|\delta\rangle$ on the left and $H|\delta\rangle$ on the right. Terms with $\ddot\lambda$ or $\dot\lambda^2$ are of higher order in slowness. Hence

$$
(H-E)|\delta\rangle=i\,Q|\partial_\lambda\Psi\rangle,\qquad Q=1-|\Psi\rangle\langle\Psi|.
$$

The projector changes nothing in the chosen phase convention and makes the equation valid in any other.

We also need the response to $\kappa$. Differentiating $(H-E)|\Psi\rangle=0$ and projecting with $Q$ gives

$$
(H-E)Q|\partial_\kappa\Psi\rangle=-Q(\partial_\kappa H)|\Psi\rangle .
$$

Let $R$ be the inverse of $H-E$ on the space orthogonal to $\Psi$. Then $|\delta\rangle=iRQ|\partial_\lambda\Psi\rangle$, and the adjoint of the last equation gives $\langle\Psi|(\partial_\kappa H)R=-\langle\partial_\kappa\Psi|Q$. To first order in $\dot\lambda$,

$$
\begin{aligned}
\langle\partial_\kappa H\rangle
&=\langle\Psi|\partial_\kappa H|\Psi\rangle+2\dot\lambda\operatorname{Re}\langle\Psi|\partial_\kappa H|\delta\rangle\\
&=\partial_\kappa E+2\dot\lambda\operatorname{Re}\left(-i\langle\partial_\kappa\Psi|Q|\partial_\lambda\Psi\rangle\right)\\
&=\partial_\kappa E+\dot\lambda\,\Omega,
\end{aligned}
$$

with

$$
\Omega=2\operatorname{Im}\langle\partial_\kappa\Psi|\partial_\lambda\Psi\rangle .
$$

The first term follows because the normalisation of $\Psi$ removes the derivatives of the state from $\partial_\kappa E$. In the last line $\operatorname{Re}(-iw)=\operatorname{Im}w$. The projector has been dropped because the piece it removes is a product of two imaginary numbers, $\langle\partial_\kappa\Psi|\Psi\rangle$ and $\langle\Psi|\partial_\lambda\Psi\rangle$, and so is real.

At $\kappa=0$ the Hamiltonian is real. Its nondegenerate ground state can be chosen real, and a real state has zero mean momentum. Thus $\partial_\kappa E=0$ there, and

$$
\frac{dP_{\rm el}}{d\lambda}=-\frac{e}{L}\,\Omega(\kappa=0).
$$

### Turning the current into a phase

The operator $U$ joins the two ends of a path in $\kappa$. Acting with the derivative on $e^{iGX}$ gives $p_iU=U(p_i+G)$, so

$$
U^\dagger H(0)U=H(G).
$$

Consequently $U^\dagger|\Psi(0)\rangle$ is the ground state of $H(G)$, with the same energy. We choose the phase of the family so that

$$
|\Psi(G)\rangle=U^\dagger|\Psi(0)\rangle .
$$

For $\kappa$ between the ends, $e^{-i\kappa X}$ is not periodic on the ring, so $H(\kappa)$ is a different Hamiltonian and not a relabelling of $H(0)$. Define the Berry phase along this path:

$$
\varphi(\lambda)=\int_0^G i\langle\Psi|\partial_\kappa\Psi\rangle\,d\kappa .
$$

A phase change $|\Psi\rangle\to e^{i\chi(\kappa)}|\Psi\rangle$ that keeps the end condition can alter $\chi$ by $2\pi m$, with integer $m$, between the ends. It changes $\varphi$ by $-2\pi m$, so $\varphi$ is defined modulo $2\pi$.

Differentiate with respect to $\lambda$, using

$$
\langle\Psi|\partial_\lambda\partial_\kappa\Psi\rangle=\partial_\kappa\langle\Psi|\partial_\lambda\Psi\rangle-\langle\partial_\kappa\Psi|\partial_\lambda\Psi\rangle .
$$

The result is

$$
\partial_\lambda\varphi=\int_0^G i\left(\langle\partial_\lambda\Psi|\partial_\kappa\Psi\rangle-\langle\partial_\kappa\Psi|\partial_\lambda\Psi\rangle\right)d\kappa+\Big[i\langle\Psi|\partial_\lambda\Psi\rangle\Big]_0^G .
$$

The bracket vanishes because $U$ does not depend on $\lambda$. The two terms in the integrand are complex conjugates, apart from the minus sign, so their difference is $-2i\operatorname{Im}\langle\partial_\kappa\Psi|\partial_\lambda\Psi\rangle$. Multiplication by $i$ gives $\Omega$. Therefore

$$
\partial_\lambda\varphi=\int_0^G\Omega(\kappa)\,d\kappa .
$$

A twist is equivalent to a phase acquired on going once around the ring. We now assume that the response $\Omega$ of a large insulating ring does not depend on this boundary phase. Then $\Omega(0)=\partial_\lambda\varphi/G$, and since $LG=2\pi$,

$$
\frac{dP_{\rm el}}{d\lambda}=-\frac{e}{2\pi}\frac{\partial\varphi}{\partial\lambda}.
$$

For filled bands the assumption will be derived in the second half. For interacting electrons it remains a condition on the insulator.

### Replacing the path by one step

Computing $\varphi$ needs the ground state at many twists. The single-point formula uses the endpoints alone, both of which follow from $\Psi(0)$. To measure what is lost, remove the phase accumulated along the path:

$$
|\widetilde\Psi(\kappa)\rangle=e^{i\int_0^\kappa A(\kappa')d\kappa'}|\Psi(\kappa)\rangle,\qquad A=i\langle\Psi|\partial_\kappa\Psi\rangle .
$$

Then $\langle\widetilde\Psi|\partial_\kappa\widetilde\Psi\rangle=iA+\langle\Psi|\partial_\kappa\Psi\rangle=iA-iA=0$. Consider the overlap $f(\kappa)=\langle\widetilde\Psi(0)|\widetilde\Psi(\kappa)\rangle$. It starts at $f(0)=1$ and ends at

$$
f(G)=e^{i\varphi}\langle\Psi(0)|U^\dagger|\Psi(0)\rangle=e^{i\varphi}z^* .
$$

Since $\langle\widetilde\Psi(\kappa)|\partial_\kappa\widetilde\Psi(\kappa)\rangle=0$, we may subtract it from the derivative:

$$
f'(\kappa)=\langle\widetilde\Psi(0)-\widetilde\Psi(\kappa)|\partial_\kappa\widetilde\Psi(\kappa)\rangle .
$$

Let $g=\|Q\partial_\kappa\Psi\|^2$, with largest value $g_{\max}$ on the path. The right-hand vector has length $\sqrt g$. The left-hand vector is no longer than the path, $\kappa\sqrt{g_{\max}}$. Hence $|f'|\le\kappa g_{\max}$, and integration gives

$$
\left|e^{i\varphi}z^*-1\right|\le r,\qquad r=\frac{G^2g_{\max}}{2}.
$$

If $r<1$, a complex number within distance $r$ of 1 has a phase no larger than $\arcsin r$. The difference between $\varphi$ and $\operatorname{Im}\ln z$, taken on the nearest branch, is bounded by that angle.

It remains to see how $g$ grows with the ring. Write $|j\rangle$ for the excited states at a given twist, $\Delta_j=E_j-E$, and $\Delta$ for the smallest $\Delta_j$. A further small twist $\epsilon$ changes the Hamiltonian by $\epsilon\,\partial_\kappa H+N\epsilon^2$. Collecting the terms of order $\epsilon^2$ in perturbation theory gives

$$
\frac{E''}{2}=N-\sum_j\frac{|\langle j|\partial_\kappa H|\Psi\rangle|^2}{\Delta_j},
$$

where $E''=\partial_\kappa^2E$. The response equation above also gives

$$
g=\sum_j\frac{|\langle j|\partial_\kappa H|\Psi\rangle|^2}{\Delta_j^2}
\le\frac1\Delta\sum_j\frac{|\langle j|\partial_\kappa H|\Psi\rangle|^2}{\Delta_j}
=\frac{N-E''/2}{\Delta}.
$$

At fixed density $N/L$, with $\Delta$ staying open and $E''/N$ bounded, $g$ grows no faster than $L$. Since $G^2$ falls as $1/L^2$, the bound $r$ falls at least as fast as $1/L$. Hence $|z|\to1$ and

$$
P_{\rm el}=-\frac{e}{2\pi}\operatorname{Im}\ln\langle\Psi|e^{2\pi iX/L}|\Psi\rangle\quad\text{modulo }e,\qquad L\to\infty .
$$

The current fixes changes of $P_{\rm el}$. The additive constant, independent of $\lambda$, is chosen to match the localised electron. If a sample also grows sideways, $N$ grows faster than $L$. The bound on $r$ scales as $N/L^2$. It stops falling already when one transverse size grows as $L$, and it grows as $L$ when the cross-section grows as $L^2$. In these cases $|z|$ need not tend to 1.

### A small interacting check

Put two spinless electrons on a ring of two cells, with $a=5$ bohr and $L=10$ bohr. Each electron feels

$$
v(x)=-v_1\cos\frac{2\pi x}{a}-v_2\cos\left(\frac{4\pi x}{a}+\lambda\right),\qquad v_1=v_2=0.6\ \text{Ry},
$$

at $\lambda=\pi/2$. They repel with energy $2/\sqrt{d^2+1}$ in Ry, where $d$ is their chord distance in bohr across the circle formed by the ring, and the 2 is $e^2$ in these units. Diagonalisation on a grid finds a smallest gap of $0.698$ Ry over the sampled twists. The derivative $\partial_\lambda\varphi$ from finite differences and the integral of $\Omega$ from a sum over excited states are both $-0.04425$. Their agreement, the end condition and the sum rule for $E''$ are tested.

The largest sampled $g$ is $3.562$ bohr$^2$. With $G=2\pi/10$ bohr$^{-1}$,

$$
r=\frac12\left(\frac{2\pi}{10}\right)^2(3.562)=0.703 .
$$

The actual distance $|e^{i\varphi}z^*-1|$ is $0.311$, within the bound. Adding ions of charge $+e$ at the cell origins gives $P=0.0372e$ from the single point and $0.0339e$ from the full twist path. The difference, about ten per cent of the path value, is the cost of replacing the path by one step. It is not the whole finite-size error. The path averages $\Omega$ over all twists, whereas the current without a twist depends on $\Omega(0)$, and the two do not agree on so short a ring: $G\,\Omega(0)=-0.0556$, against $-0.0443$ for the integral over the path. This calculation checks the inequality at one size; it does not measure the convergence with $L$ of interacting electrons.

## Second half: determinants, bands and the Berry phase

### What is carried over

The ring has length $L$ and $G=2\pi/L$. It holds $N$ electrons of charge $-e$, and $X$ is the sum of their coordinates. In Rydberg units the kinetic energy is $p^2$. The first half established, for a large gapped ring whose current response does not depend on the twist,

$$
P_{\rm el}=-\frac{e}{2\pi}\operatorname{Im}\ln z,\qquad z=\langle\Psi|e^{iGX}|\Psi\rangle,
$$

modulo $e$. The twist $\kappa$ replaces each $p_i$ by $p_i+\kappa$. The electronic current response is $dP_{\rm el}/d\lambda=-(e/L)\Omega$, where $\Omega=2\operatorname{Im}\langle\partial_\kappa\Psi|\partial_\lambda\Psi\rangle$. The model potential $v(x)$, with $a=5$ bohr and $v_1=v_2=0.6$ Ry, will be used again without interactions.

For a large gapped ring whose current response does not depend on the twist, the phase of a single ground-state expectation value gives the electronic polarisation modulo $e$. It remains to derive that independence for filled bands, to reduce the expectation value to a determinant and a Berry phase, and to test the results numerically.
